# Step Bunching by Adatom Drift between Impermeable Steps, part 2

A staircase of straight, parallel, impermeable steps exchanges adatoms with its terraces, without deposition or desorption. A weak force acts on the adatoms. The opening question was how so weak a force can rearrange the surface, and why its direction decides whether differences in terrace width grow or die away.

The coordinate $x$ points downhill. The force $F$ and the flux $J$ (adatoms per time and length of step) are positive downhill, and $f=F/(kT)$, with thermal energy $kT$. $D$ is the diffusion coefficient, $c_0$ the equilibrium adatom density, $\Omega$ the area per atom, and $d$ the attachment length, equal on both sides of a step and small for fast exchange. For stationary adatoms and $|f|l\ll1$, a terrace of width $l$ obeys

$$Jl=Dc_0fl-2dJ,\tag{12}$$

where $2dJ$ is $D$ times the difference of the edge densities, $c(l)-c(0)$. Hence

$$J(l)=Dc_0f\,g(l),\qquad g(l)=\frac{l}{l+2d},\tag{11}$$

$$\frac{dJ}{dl}=Dc_0f\,\frac{(l+2d)-l}{(l+2d)^2}=\frac{2d\,Dc_0f}{(l+2d)^2}.\tag{14}$$

For any drift strength the slope is

$$\frac{dJ}{dl}=Dc_0f\;\frac{f^2d}{2\sinh^2(fl/2)\,[1+fd\coth(fl/2)]^2}.\tag{15}$$

Steps are numbered downhill, with positions $x_n$. Terrace $n$, between steps $n$ and $n+1$, has width $l_n=x_{n+1}-x_n$ and flux $J_n$. A step that gains atoms advances downhill:

$$\frac{dx_n}{dt}=\Omega\,(J_{n-1}-J_n),\tag{18}$$

$$\frac{dl_n}{dt}=\Omega(J_n-J_{n+1})-\Omega(J_{n-1}-J_n)=\Omega\,(2J_n-J_{n-1}-J_{n+1}).\tag{19}$$

Equation (18) neglects adatoms swept up by moving steps and those stored on terraces of changing width.

The example is tungsten (110) at 2100 K, with 100 nm terraces, $d=20$ nm, a field of 0.6 V/cm and an effective charge of magnitude one. Then $kT=0.1810$ eV, $\Omega=0.0708$ nm², and, for a downhill force, $F=6.0\times10^{-8}$ eV/nm and $f=3.316\times10^{-7}$ nm⁻¹. A diffusion barrier of 0.9 eV gives $D=2.076\times10^{9}$ nm²/s. An adatom formation energy of 2.0 eV gives the coverage $\Omega c_0=1.586\times10^{-5}$.

### Small perturbations

Write $l_n=l+\epsilon_n$ with $|\epsilon_n|\ll l$. To first order $J_n=J(l)+(dJ/dl)\,\epsilon_n$. The constant parts cancel in (19), which leaves

$$\frac{d\epsilon_n}{dt}=\Omega\frac{dJ}{dl}\,(2\epsilon_n-\epsilon_{n-1}-\epsilon_{n+1}).$$

Insert $\epsilon_n\propto e^{iqn+\sigma t}$. The parenthesis becomes $2-e^{-iq}-e^{iq}=2(1-\cos q)$ times $\epsilon_n$. With (14),

$$\sigma(q)=2\Omega(1-\cos q)\frac{dJ}{dl}=\frac{4\,\Omega Dc_0f\,d\,(1-\cos q)}{(l+2d)^2}.\tag{20}$$

For $d>0$ and $q\ne0$, all perturbations grow under a downhill force and all decay under an uphill force. The value $q=0$ would change every width by the same amount, which a fixed total length forbids. For $d=0$ the train is neutral: the drift neither bunches the steps nor restores their spacing.

The rate is largest in magnitude at $q=\pi$, where wide and narrow terraces alternate:

$$\sigma_\pi=\frac{8\,\Omega Dc_0f\,d}{(l+2d)^2}.\tag{21}$$

For small $q$, $1-\cos q\approx q^2/2$, so long-wave disturbances evolve slowly. Their rate has the form of a diffusion law, with a negative coefficient for downhill force and a positive one for uphill force.

The use of stationary adatoms was tested on a ring of two terraces. There the time-dependent adatom densities were solved together with the moving steps, including the terms neglected in (18). In units with $l=D=c_0=1$, and with $d=0.5$, $\Omega=10^{-3}$ and $f=\pm0.05$, formula (21) gives $\pm5.000\times10^{-5}$. The full problem gives $+4.998\times10^{-5}$ for the downhill force and $-4.998\times10^{-5}$ for the uphill force. The difference is less than 0.05 % of the rate in both cases. Most of it comes from the finite drift: for these values the exact slope (15) is smaller than (14) by the fraction $f^2/6=4.2\times10^{-4}$. For alternating widths the terms neglected in (18) nearly cancel. At $q=\pi/2$ they give $\sigma$ an imaginary part of $5\times10^{-4}$ of its real part, which is a slow travel of the pattern.

### Large differences in width

Linear theory does not say what happens to a strongly irregular staircase. Take $N$ steps on a ring, so that the sum of the widths is fixed, and set $B=\Omega Dc_0f$. Multiplying (19) by $l_n$ and summing over $n$ gives

$$\frac{d}{dt}\,\frac12\sum_n l_n^2=B\sum_n\left[l_n(g_n-g_{n+1})+l_n(g_n-g_{n-1})\right],$$

where $g_n=g(l_n)$. In the second term the index can be shifted by one, because the sum runs round the ring. It then reads $l_{n+1}(g_{n+1}-g_n)$, and the two terms combine:

$$\frac{d}{dt}\,\frac12\sum_n l_n^2=B\sum_n(l_{n+1}-l_n)(g_{n+1}-g_n).\tag{22}$$

For two widths $a$ and $b$,

$$g(a)-g(b)=\frac{a(b+2d)-b(a+2d)}{(a+2d)(b+2d)}=\frac{2d\,(a-b)}{(a+2d)(b+2d)}.\tag{23}$$

Each term in (22) is therefore a square times a positive factor when $d>0$, and the sum vanishes only if all widths are equal. With a fixed mean width, the sum of squares measures the spread. An uphill force reduces the spread until the steps are equidistant, whatever the initial widths. A downhill force increases it.

Equation (19) also shows what happens to the narrowest terrace, for which $2g_n-g_{n-1}-g_{n+1}\le0$. Under an uphill force $B<0$, and its width cannot decrease, so steps do not collide. Under a downhill force its width cannot increase.

A ring of twelve terraces with random widths and mean width 1 was integrated with $d=0.5$ and $|f|=0.1$. The standard deviation of the widths was 0.306 at the start. Under the uphill force it fell to 0.0005 by the time $\Omega c_0Dt=800$. Under the downhill force it had risen to 0.527 when the narrowest terrace reached a width of 0.05 and the calculation was stopped.

### Pairing in closed form

For alternating widths $L+\delta$ and $L-\delta$, both neighbours of a wide terrace are narrow. Equation (19) becomes

$$\frac{d\delta}{dt}=2B\,[g(L+\delta)-g(L-\delta)].$$

Let $M=L+2d$. By (23) with $a-b=2\delta$, the bracket is $4d\delta/[(M+\delta)(M-\delta)]$, so

$$\frac{d\delta}{dt}=\frac{8Bd\,\delta}{M^2-\delta^2}.\tag{24}$$

For small $\delta$ this is growth at the rate (21). The denominator falls as $\delta$ grows, so under a downhill force the relative growth rate increases. Separating the variables gives $(M^2/\delta-\delta)\,d\delta=8Bd\,dt$, and integration from $\delta_0$ gives

$$M^2\ln\frac{\delta}{\delta_0}-\frac{\delta^2-\delta_0^2}{2}=8Bd\,t.\tag{25}$$

For $f>0$ the narrow terraces would vanish at $\delta=L$ after a finite time. The model fails before that, because it contains no repulsion between steps.

### Pairing on the tungsten surface

With the values of the first half,

$$B=(1.586\times10^{-5})(2.076\times10^{9})(3.316\times10^{-7})=1.092\times10^{-2}\ \mathrm{nm/s}.$$

For $L=100$ nm and $d=20$ nm, $M=140$ nm, and (21) gives

$$\sigma_\pi=\frac{8\times1.092\times10^{-2}\times20}{140^2}=8.9\times10^{-5}\ \mathrm{s^{-1}}.$$

A small alternation grows by a factor $e$ in 3.1 h under the downhill force and shrinks by the same factor in the same time under the uphill force.

Start with terraces of 105 and 95 nm, so $\delta_0=5$ nm. Their flux factors $g$ are 0.724 and 0.704, a difference of only 0.020. To reach 150 and 50 nm, $\delta=50$ nm, equation (25) requires

$$t=\frac{19600\ln10-(2500-25)/2}{8\times1.092\times10^{-2}\times20}\ \mathrm{s}=2.51\times10^{4}\ \mathrm{s}=7.0\ \mathrm{h}.$$

This answers the opening question. The force need not compete with thermal motion on a single terrace. It has to produce a small difference between the mean fluxes of neighbouring terraces. In the width averaged along a sufficiently long step the random exchange of atoms averages out, whereas that difference acts in one direction for hours. Local widths between steps that can bend scatter much more, as the last section shows.

### Repulsion between steps

Let each terrace contribute a repulsion energy $A/l_n^2$ per length of step. If step $n$ advances by $dx$, then $l_{n-1}$ grows and $l_n$ shrinks by $dx$. The energy changes by $(2A/l_n^3-2A/l_{n-1}^3)\,dx$, while $dx/\Omega$ atoms are added per length. The resulting change in the chemical potential of the step is

$$\mu_n=2\Omega A\left(\frac1{l_n^3}-\frac1{l_{n-1}^3}\right).\tag{26}$$

For $|\mu_n|\ll kT$ the equilibrium density at step $n$ becomes $c_0(1+\mu_n/kT)$. In the integrated balance (12), the difference of the edge densities now contains the extra term $c_0(\mu_{n+1}-\mu_n)/kT$. Dropping products of $f$ and $\mu$,

$$J_n=\frac{Dc_0}{l_n+2d}\left[fl_n+\frac{\mu_n-\mu_{n+1}}{kT}\right].\tag{27}$$

For small perturbations, $1/l_n^3\approx1/l^3-3\epsilon_n/l^4$. Then $\mu_n=-(6\Omega A/l^4)(\epsilon_n-\epsilon_{n-1})$, and

$$\mu_n-\mu_{n+1}=\frac{6\Omega A}{l^4}(\epsilon_{n+1}-2\epsilon_n+\epsilon_{n-1})=-\frac{12\Omega A}{l^4}(1-\cos q)\,\epsilon_n.$$

Adding this contribution to the slope (14) in the first form of (20) gives

$$\sigma=\frac{2\Omega Dc_0(1-\cos q)}{l+2d}\left[\frac{2df}{l+2d}-\frac{12\Omega A(1-\cos q)}{l^4kT}\right].\tag{28}$$

Repulsion opposes the bunching and assists the uphill force. Its term vanishes as $q\to0$, so for $f>0$ and $d>0$ it cannot suppress disturbances of sufficiently long wavelength in a long train.

With the chosen strength $A=0.05$ eV nm, the ratio of the repulsion term to the drift term at $q=\pi$ is

$$\frac{12\Omega A(l+2d)}{l^4dF}=\frac{12\times0.0708\times0.05\times140}{10^8\times20\times6.0\times10^{-8}}=0.05.$$

The initial pairing rate falls by 5 %, and the time to reach 150 and 50 nm rises from 7.0 to 7.4 h.

Repulsion also sets a limit to the pairing. Let the narrow and wide terraces have widths $a$ and $b=2L-a$, and let $m=(4\Omega A/kT)(1/a^3-1/b^3)$. By (26) and (27), the bracket in the flux is $fb-m$ on the wide terrace and $fa+m$ on the narrow one. Motion stops when the fluxes agree, $(fb-m)/(b+2d)=(fa+m)/(a+2d)$. Cross-multiplication cancels $fab$ and leaves $2df(b-a)=m(a+b+4d)=2mM$, or

$$fd\,(b-a)=mM.\tag{29}$$

For the example the solution is $a\approx22$ nm. This applies to strictly alternating widths. In a longer train the balance is unstable: for a ring of twelve terraces, (19) and (27) linearized about this state give a disturbance that grows at about $3\times10^{-5}$ s⁻¹. The regular pairs are then a passing stage, and (29) does not describe what follows.

### The model beside a real surface

The barrier, formation energy, resistivity, emissivity and vapour pressure used here are rough typical values for tungsten. The effective charge, attachment length and repulsion strength are model choices. The computed hours thus illustrate the model for one set of values and do not predict the time for a particular surface. An error of 0.2 eV in the sum of barrier and formation energy changes the rate by $e^{0.2/0.181}\approx3$. At fixed $l$ and $f$, an attachment length of 2 nm instead of 20 nm lowers the drift term by $(20/140^2)/(2/104^2)\approx5.5$. With $A=0.05$ eV nm the share of repulsion then rises from 5 % to 37 % and the net factor is 8.3. Below $d\approx0.7$ nm the alternation of 100 nm terraces no longer grows, and only longer waves do. The rate is proportional to the effective charge, whose sign decides whether a downhill field gives a downhill force.

Real surfaces also evaporate. A rough vapour pressure of $3\times10^{-11}$ Torr corresponds to a loss per terrace of 1.5 % of the drift flux, and to 0.03 atomic layers during the seven hours. With equal attachment at both edges, each terrace draws this loss almost equally from its two steps, and the growth rate changes by less than one part in a million. The field is compatible with the temperature: with a resistivity of 60 µΩ cm it drives $10^4$ A/cm², and Joule heat balances radiation from both faces, at emissivity 0.26, for a ribbon about 0.1 mm thick.

The equations describe mean fluxes. Random exchange between the steps, at the rate $\Gamma=Dc_0/(l+2d)$ in each direction, would without drift add a variance of about $12\,\Gamma\Omega^2t/L_y$ to the mean width of a terrace whose steps have length $L_y$. For seven hours and $L_y=0.2$ mm this gives a standard deviation of about 5 nm. The drift also acts on these fluctuations: in linear theory it multiplies the variance of each disturbance by $(e^{2\sigma t}-1)/(2\sigma t)$, with $\sigma$ from (20). In a long train the standard deviation then becomes about 18 nm under the downhill force and about 3 nm under the uphill force. It varies as $L_y^{-1/2}$, so on steps of only 0.02 mm chance can decide which terraces widen.

Not all assumptions have been sized. The figures for $L_y$ treat each step as rigid along its length, but real steps meander. For an assumed stiffness of 1 eV/nm, parts of a step influence one another over only a few micrometres in seven hours. Linear theory then gives a scatter of the local width of about 27 nm without drift, 19 nm under the uphill force and 70 nm, beyond the linear range, under the downhill force. This far exceeds the initial 5 nm, so the example describes widths averaged along the steps and not local ones. Meandering also adds an entropic repulsion, about 0.05 eV nm at this stiffness and larger if the steps bend more easily. Some steps may let adatoms cross without incorporation. The result therefore holds for straight, impermeable steps, with the direction defined by the force on the adatoms. The remaining computed values are in the numerical output.

## Numbers as computed

```
TESTS IN SCALED UNITS
largest relative flux deviation, hopping model: 2.9e-05
same for unequal edges, with linear correction: 6.4e-06
moving-boundary rate, downhill: 4.9977e-05
formula for the same rate, downhill: 5.0000e-05
moving-boundary rate, uphill: -4.9981e-05
relative shift, 10 to 20 cells: 3.1e-06
random ring, initial width spread: 0.306
same ring, final spread, uphill: 0.0005
same ring, final spread, downhill: 0.527
INPUTS, ROUGH W(110) VALUES AND MODEL CHOICES
temperature: 2100 K
lattice constant: 0.3165 nm
terrace width l: 100 nm
attachment length d: 20 nm
electric field: 0.6 V/cm
effective charge magnitude: 1 e
diffusion prefactor: 3e-03 cm2/s
diffusion barrier: 0.9 eV
adatom formation energy: 2.0 eV
repulsion strength A: 0.05 eV nm
vapour pressure: 3e-11 Torr
resistivity: 60 microohm cm
emissivity: 0.26
RESULTS
thermal energy kT: 0.1810 eV
area per atom: 0.0708 nm2
step height: 0.2238 nm
miscut angle: 0.128 degrees
force: 6.00e-08 eV/nm
f = force/kT: 3.316e-07 1/nm
f l: 3.32e-05
diffusion coefficient: 2.076e-05 cm2/s = 2.076e+09 nm2/s
equilibrium adatom coverage: 1.586e-05
equilibrium adatom density c0: 2.239e-04 1/nm2
flux factor l/(l+2d) at 100 nm: 0.7143
flux factor at 105 nm: 0.7241
flux factor at 95 nm: 0.7037
terrace flux J: 0.1101 atoms/(nm s)
relative density shift at edges: 4.74e-06
pairing rate, downhill force: 8.909e-05 1/s
pairing rate, uphill force: -8.909e-05 1/s
e-folding time: 3.12 h
time 105/95 to 150/50 nm, formula: 6.98 h
same time, integrated: 6.98 h
NEGLECTED EFFECTS
same time with step repulsion: 7.44 h
repulsion share of initial pairing rate: 4.96 %
final narrow terrace with repulsion: 21.9 nm
relative finite-drift correction to J: 2.6e-11
evaporation per terrace / drift flux: 1.54 %
diffusion length before desorption: 166 micrometre
layers evaporated during pairing: 0.030
adatom lag, sigma l^2/D: 4.3e-10
current density: 1.00e+04 A/cm2
ribbon thickness for heat balance: 0.096 mm
```
